# Choosing the Vertical-Line Energy Mesh for Defect Grand-Potential Changes: a numerical check

```python
"""Defect grand-potential change from the Lloyd determinant on a vertical line.

Result under test (one spin, zero temperature, independent electrons):
    dOmega = Tr(V)/2 - (1/pi) * integral_0^inf ln|D(mu + i y)| dy
    D(z)   = det[1 - G0(z) V],   G0(z) = 1/(z - H0),   H = H0 + V
H0: host Hamiltonian, V: defect potential, mu: chemical potential.
The reference is dOmega = sum min(level - mu, 0), defect minus host, with the
levels found by diagonalizing a supercell built atom by atom.
Host: diamond lattice, four sp3 hybrids per atom. INTRA couples hybrids of one
atom, BOND couples the two hybrids of one bond; the hybrid energy is zero.
All energies are in eV, lengths in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

INTRA, BOND = -2.0, -4.55
S_SHIFT, P_SHIFT, BOND_SHIFT = 1.0, 0.4, 0.1
STEP = 0.4
J = np.arange(4)
ONSITE = INTRA * (np.ones((4, 4)) - np.eye(4))


def defect_potential(s_shift, p_shift, bond_shift):
    """V on 4 hybrids of the centre and the 4 neighbour hybrids facing it."""
    s_projector = np.ones((4, 4)) / 4
    v = np.zeros((8, 8))
    v[:4, :4] = s_shift * s_projector + p_shift * (np.eye(4) - s_projector)
    v[J, J + 4] = v[J + 4, J] = bond_shift
    return v


class BlochHost:
    """Host Green function on the 8 defect orbitals from n^3 Bloch vectors."""

    def __init__(self, n, side_coupling=0.0):
        k = 2 * np.pi * np.arange(n) / n
        k1, k2, k3 = (x.ravel() for x in np.meshgrid(k, k, k, indexing="ij"))
        phase = np.exp(-1j * np.stack([0 * k1, k1, k2, k3], axis=1))
        h = np.zeros((n**3, 8, 8), complex)
        h[:, :4, :4] = ONSITE
        h[:, 4:, 4:] = ONSITE
        link = BOND * phase
        link = link + side_coupling * (phase.sum(1, keepdims=True) - phase)
        h[:, J, J + 4] = link
        h[:, J + 4, J] = link.conj()
        bands, vectors = np.linalg.eigh(h)
        vectors[:, 4:, :] *= phase[:, :, None]
        self.valence_top = bands[:, 3].max()
        self.conduction_bottom = bands[:, 4].min()
        self.top_band_width = np.ptp(bands[:, 3])
        self.energies = bands.ravel()
        self.amplitudes = vectors.transpose(1, 0, 2).reshape(8, -1) / n**1.5

    def green(self, z):
        a = self.amplitudes
        return (a / (z - self.energies)) @ a.conj().T


def line_points(step):
    first = int(np.ceil(np.log(1e-6) / step))
    last = int(np.floor(np.log(1e5) / step))
    return np.exp(step * np.arange(first, last + 1))


def integrate_log(y, log_abs, step):
    """Trapezoid rule in ln(y); geometric series close both ends."""
    f = y * log_abs
    return step * (f.sum() + (f[0] + f[-1]) / np.expm1(step))


def line_result(host, mu, v, step=STEP):
    """Return dOmega, the change in occupied levels, and the log integral."""
    y = line_points(step)
    mats = np.array([np.eye(8) - host.green(mu + 1j * t) @ v for t in y])
    sign, log_abs = np.linalg.slogdet(mats)
    integral = integrate_log(y, log_abs, step)
    phase = np.unwrap(np.angle(sign[::-1]))
    return np.trace(v) / 2 - integral / np.pi, -phase[-1] / np.pi, integral


def vacancy_line(host, mu, ghost_height, step=STEP):
    """Remove the centre; four decoupled empty levels sit at mu + height."""
    y = line_points(step)
    mats = np.array([(1j * t - ghost_height) * host.green(mu + 1j * t)[:4, :4]
                     for t in y])
    log_abs = np.linalg.slogdet(mats)[1]
    trace_change = 4 * (mu + ghost_height) - np.trace(ONSITE)
    return trace_change / 2 - integrate_log(y, log_abs, step) / np.pi


def supercell(n):
    """Real-space host matrix and the indices of the 8 defect orbitals."""
    shifts = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])

    def index(cell, sublattice, hybrid):
        a, b, c = np.asarray(cell) % n
        return (((a * n + b) * n + c) * 2 + sublattice) * 4 + hybrid

    h = np.zeros((8 * n**3, 8 * n**3))
    for cell in np.ndindex(n, n, n):
        for sub in (0, 1):
            start = index(cell, sub, 0)
            h[start:start + 4, start:start + 4] = ONSITE
        for j in range(4):
            p = index(cell, 0, j)
            q = index(np.array(cell) - shifts[j], 1, j)
            h[p, q] = h[q, p] = BOND
    orbitals = [index((0, 0, 0), 0, j) for j in range(4)]
    orbitals += [index(-shifts[j], 1, j) for j in range(4)]
    return h, np.array(orbitals)


def direct_change(levels, host_levels, mu):
    return np.minimum(levels - mu, 0).sum() - np.minimum(host_levels - mu, 0).sum()


def count_change(levels, host_levels, mu):
    return int((levels < mu).sum()) - int((host_levels < mu).sum())


def gap_level(host, v):
    """Threefold level from one symmetry partner, a simple root in the gap."""
    u = np.zeros((8, 2))
    u[[0, 1], 0] = u[[4, 5], 1] = np.array([1, -1]) / np.sqrt(2)
    vv = u.T @ v @ u

    def determinant(e):
        return np.linalg.det(np.eye(2) - u.T @ host.green(e) @ u @ vv).real
    return brentq(determinant, host.valence_top + 1e-3,
                  host.conduction_bottom - 1e-3, xtol=1e-12)


# Direct diagonalization of the supercell
N_DIRECT = 5
V = defect_potential(S_SHIFT, P_SHIFT, BOND_SHIFT)
h0, orbitals = supercell(N_DIRECT)
h_defect = h0.copy()
h_defect[np.ix_(orbitals, orbitals)] += V
host_levels = np.linalg.eigvalsh(h0)
defect_levels = np.linalg.eigvalsh(h_defect)
keep = np.setdiff1d(np.arange(len(h0)), orbitals[:4])
vacancy_levels = np.linalg.eigvalsh(h0[np.ix_(keep, keep)])

host = BlochHost(N_DIRECT)
assert np.allclose(np.sort(host.energies), host_levels, atol=1e-9)
gap = host.conduction_bottom - host.valence_top
assert abs(gap - (2 * abs(BOND) - 4 * abs(INTRA))) < 1e-9
mu = (host.valence_top + host.conduction_bottom) / 2
inside = defect_levels[(defect_levels > host.valence_top + 0.02)
                       & (defect_levels < host.conduction_bottom - 0.02)]
assert len(inside) == 3 and np.ptp(inside) < 1e-9
level = inside.mean()
assert abs(gap_level(host, V) - level) < 1e-8

print(f"intra-atomic coupling {INTRA:.2f} eV, bond coupling {BOND:.2f} eV")
print(f"defect shifts: s {S_SHIFT:.2f}, p {P_SHIFT:.2f}, bond {BOND_SHIFT:.2f} eV")
print(f"supercell: {2 * N_DIRECT**3} atoms, {len(h0)} orbitals")
print(f"valence top {host.valence_top:.4f} eV, "
      f"conduction bottom {host.conduction_bottom:.4f} eV, gap {gap:.4f} eV")
print(f"midgap chemical potential {mu:.4f} eV")
print(f"gap level: {len(inside)}-fold, {level - host.valence_top:.6f} eV above valence top")

# Line integral against direct sums for three chemical potentials
print(f"line step {STEP} in ln(y), {len(line_points(STEP))} points")
cases = (("midgap", mu), ("0.1 eV above valence top", host.valence_top + 0.1),
         ("0.1 meV above the level", level + 1e-4))
for name, m in cases:
    value, occupation, integral = line_result(host, m, V)
    reference = direct_change(defect_levels, host_levels, m)
    counted = count_change(defect_levels, host_levels, m)
    assert abs(value - reference) < 1e-8
    assert abs(occupation - counted) < 0.05
    print(f"mu {name}: line {value:.9f} eV, direct {reference:.9f} eV, "
          f"occupied-level change {counted:d}")
    if name == "midgap":
        omega_direct = reference
        half_trace, log_part = np.trace(V) / 2, -integral / np.pi
print(f"midgap parts: half trace {half_trace:.6f} eV, log integral {log_part:.6f} eV")

# Quadrature error: exact law from the levels, and the uniform bound
trace_norm = np.abs(np.linalg.eigvalsh(V)).sum()
assert np.abs(defect_levels - host_levels).sum() <= trace_norm + 1e-8
print(f"trace norm of V {trace_norm:.6f} eV, "
      f"sum of level shifts {np.abs(defect_levels - host_levels).sum():.6f} eV")
a, b = np.abs(defect_levels - mu), np.abs(host_levels - mu)
for step in (2.0, 1.0, 0.5):
    error = line_result(host, mu, V, step)[0] - omega_direct
    predicted, bound = 0.0, 0.0
    for m in (1, 2, 3):
        s = 1 + 2j * np.pi * m / step
        damping = np.cosh(np.pi**2 * m / step)
        predicted -= ((a**s - b**s).sum() / (s * damping)).real
        bound += trace_norm / damping
    assert abs(error - predicted) < 2e-9
    assert abs(error) <= bound + 1e-9
    print(f"step {step}: {len(line_points(step))} points, error {error:.2e} eV, "
          f"predicted {predicted:.2e} eV, bound {bound:.2e} eV")

# Vacancy
vacancy_direct = direct_change(vacancy_levels, host_levels, mu)
for height in (1.0, 5.0):
    vacancy_value = vacancy_line(host, mu, height)
    assert abs(vacancy_value - vacancy_direct) < 1e-8
    print(f"vacancy, empty levels at mu + {height} eV: line {vacancy_value:.8f} eV, "
          f"direct {vacancy_direct:.8f} eV")

# Approach to the isolated defect
sizes = (4, 5, 6, 8, 12, 16, 20)
by_size = {}
for n in sizes:
    big_host = BlochHost(n)
    by_size[n] = line_result(big_host, mu, V)[0]
    print(f"n = {n}: {2 * n**3} atoms, dOmega {by_size[n]:.8f} eV per spin")
omega = by_size[20]
assert abs(by_size[12] - omega) < abs(by_size[4] - omega) / 3
assert abs(by_size[16] - omega) < 2e-4
large_level = gap_level(big_host, V)
hartree = const.physical_constants["Hartree energy in eV"][0]
print(f"level at n = 20: {large_level - big_host.valence_top:.6f} eV above valence top")
print(f"main result, both spins: {2 * omega:.6f} eV = {2 * omega / hartree:.8f} hartree")

# Sizes of neglected effects
temperature = 300.0
kt = const.k * temperature / const.e


def thermal(levels):
    return -kt * np.logaddexp(0, -(levels - mu) / kt).sum()


thermal_shift = 2 * (thermal(defect_levels) - thermal(host_levels) - omega_direct)
print(f"temperature {temperature:.0f} K, kT {kt:.5f} eV: "
      f"change {thermal_shift:.2e} eV, both spins")

permittivity, bond_length, spring = 12.0, 0.235, 1000.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9
charging = coulomb / (2 * permittivity * bond_length)
print(f"rough inputs: permittivity {permittivity:.0f}, bond {bond_length} nm, "
      f"spring {spring:.0f} eV/nm2 per neighbour")
print(f"charging energy of one charge outside a bond-length sphere {charging:.3f} eV")

# Bond coupling varies as length^-2; host repulsion cancels the host band force.
medium_host = BlochHost(8)


def breathing_energy(u):
    factor = 1 - 2 * u / bond_length
    changed = defect_potential(S_SHIFT, P_SHIFT, (BOND + BOND_SHIFT) * factor - BOND)
    unchanged = defect_potential(0, 0, BOND * factor - BOND)
    return 2 * (line_result(medium_host, mu, changed)[0]
                - line_result(medium_host, mu, unchanged)[0])


du = 1e-3
slope = (breathing_energy(du) - breathing_energy(-du)) / (2 * du)
print(f"breathing slope {slope:.3f} eV/nm, displacement {-slope / (4 * spring):.5f} nm, "
      f"energy gain {slope**2 / (8 * spring):.5f} eV")

# A weak coupling between parallel hybrids across other bonds curves flat bands.
side = -0.1
curved = BlochHost(12, side)
curved_gap = curved.conduction_bottom - curved.valence_top
assert curved_gap > 0
curved_mu = (curved.conduction_bottom + curved.valence_top) / 2
curved_value, curved_count, _ = line_result(curved, curved_mu, V)
print(f"side coupling {side} eV: top valence band width {curved.top_band_width:.3f} eV "
      f"(was {medium_host.top_band_width:.3f}), gap {curved_gap:.3f} eV")
print(f"with side coupling, both spins: dOmega {2 * curved_value:.6f} eV, shift "
      f"{2 * (curved_value - by_size[12]):.6f} eV, level change {round(curved_count):d}")

print("all tests passed")
```

Running it gives:

```
intra-atomic coupling -2.00 eV, bond coupling -4.55 eV
defect shifts: s 1.00, p 0.40, bond 0.10 eV
supercell: 250 atoms, 1000 orbitals
valence top -2.5500 eV, conduction bottom -1.4500 eV, gap 1.1000 eV
midgap chemical potential -2.0000 eV
gap level: 3-fold, 0.198043 eV above valence top
line step 0.4 in ln(y), 63 points
mu midgap: line 1.602428249 eV, direct 1.602428249 eV, occupied-level change 0
mu 0.1 eV above valence top: line 1.308298284 eV, direct 1.308298284 eV, occupied-level change -3
mu 0.1 meV above the level: line 1.602428249 eV, direct 1.602428249 eV, occupied-level change 0
midgap parts: half trace 1.100000 eV, log integral 0.502428 eV
trace norm of V 2.361445 eV, sum of level shifts 2.200000 eV
step 2.0: 12 points, error -4.82e-03 eV, predicted -4.82e-03 eV, bound 3.42e-02 eV
step 1.0: 25 points, error 1.29e-05 eV, predicted 1.29e-05 eV, bound 2.44e-04 eV
step 0.5: 51 points, error 7.72e-10 eV, predicted 7.51e-10 eV, bound 1.26e-08 eV
vacancy, empty levels at mu + 1.0 eV: line 9.01625756 eV, direct 9.01625756 eV
vacancy, empty levels at mu + 5.0 eV: line 9.01625756 eV, direct 9.01625756 eV
n = 4: 128 atoms, dOmega 1.60193732 eV per spin
n = 5: 250 atoms, dOmega 1.60242825 eV per spin
n = 6: 432 atoms, dOmega 1.60259766 eV per spin
n = 8: 1024 atoms, dOmega 1.60269537 eV per spin
n = 12: 3456 atoms, dOmega 1.60272251 eV per spin
n = 16: 8192 atoms, dOmega 1.60272485 eV per spin
n = 20: 16000 atoms, dOmega 1.60272513 eV per spin
level at n = 20: 0.197430 eV above valence top
main result, both spins: 3.205450 eV = 0.11779812 hartree
temperature 300 K, kT 0.02585 eV: change -1.90e-07 eV, both spins
rough inputs: permittivity 12, bond 0.235 nm, spring 1000 eV/nm2 per neighbour
charging energy of one charge outside a bond-length sphere 0.255 eV
breathing slope -6.453 eV/nm, displacement 0.00161 nm, energy gain 0.00521 eV
side coupling -0.1 eV: top valence band width 0.425 eV (was 0.000), gap 1.275 eV
with side coupling, both spins: dOmega 3.203680 eV, shift -0.001765 eV, level change 0
all tests passed
```
